# Leading three-point grid error of the harmonic oscillator and Richardson extrapolation

## Question

A particle in a harmonic well has the Hamiltonian

$$H=\frac{p^2}{2}+\frac{x^2}{2},\qquad p=-i\frac{d}{dx},$$

in oscillator units: energies are in $\hbar\omega$ and lengths in $\ell=\sqrt{\hbar/(m\omega)}$. Its levels are $E_n=n+\tfrac12$, with normalized states $|n\rangle$, $n=0,1,2,\dots$

For a numerical solution, $x$ is restricted to a uniform grid of spacing $h$, and the second derivative is replaced by the three-point stencil

$$D_h\psi(x)=\frac{\psi(x+h)-2\psi(x)+\psi(x-h)}{h^2}.$$

The potential is kept as it is. Call the resulting levels $E_n(h)$. Assume that the grid extends far enough for its ends to have no visible effect.

**(a)** Express the grid kinetic energy $T_h=-\tfrac12D_h$ as a series in $p$, up to the term in $h^4$. Does the stencil raise or lower the kinetic energy of a plane wave?

**(b)** Show by first-order perturbation theory that the leading level shift is $-h^2(2n^2+2n+1)/32$. Explain why second-order perturbation theory cannot change this term.

**(c)** Levels are computed with spacings $h$ and $h/2$. Find the linear combination that keeps the true level and cancels the $h^2$ error. If the next term in $E_n(h)$ is $c_4h^4$, what error is left?

**(d)** Calculate $c_4$ for general $n$, and state when the expansion can be trusted.

**(e)** Apply the results to $n=3$ with $h=0.2$ and $h/2=0.1$, using the computed levels $E_3(0.2)=3.46845872$ and $E_3(0.1)=3.49216962$. Compare the errors with the predictions.

## Model answers

### (a) The grid kinetic energy

Expand the two neighbouring values in Taylor series:

$$\psi(x\pm h)=\psi\pm h\psi'+\frac{h^2}{2}\psi''\pm\frac{h^3}{6}\psi'''+\frac{h^4}{24}\psi^{(4)}\pm\frac{h^5}{120}\psi^{(5)}+\frac{h^6}{720}\psi^{(6)}+\dots$$

In the sum of the two, the odd terms cancel and the even terms double. Subtracting $2\psi$ and dividing by $h^2$ gives

$$D_h\psi=\psi''+\frac{h^2}{12}\psi^{(4)}+\frac{h^4}{360}\psi^{(6)}+\dots$$

Since $p^2=-d^2/dx^2$, the derivatives are $\psi''=-p^2\psi$, $\psi^{(4)}=p^4\psi$ and $\psi^{(6)}=-p^6\psi$. Multiplication by $-\tfrac12$ then yields

$$T_h=\frac{p^2}{2}-\frac{h^2}{24}p^4+\frac{h^4}{720}p^6-\dots$$

For a plane wave $e^{ikx}$ the stencil can be evaluated without a series:

$$T_he^{ikx}=-\frac{e^{ikh}-2+e^{-ikh}}{2h^2}e^{ikx}=\frac{1-\cos kh}{h^2}e^{ikx}=\frac{2\sin^2(kh/2)}{h^2}e^{ikx}.$$

Because $|\sin\theta|\le|\theta|$, this kinetic energy is at most $k^2/2$. The stencil lowers the kinetic energy of every plane wave with $k\neq0$, and the loss grows with $k$.

### (b) The first-order shift

The grid Hamiltonian is $H+W$, with

$$W=-\frac{h^2}{24}p^4+\frac{h^4}{720}p^6-\dots$$

Here $T_h$ is treated as an operator on functions of continuous $x$. It links only points separated by multiples of $h$, so each placement of the grid relative to the well centre gives its own matrix. The numerical check shows that, at $h=0.2$, moving the grid by $0.3h$ changes the lowest six levels by less than $10^{-10}$. The placement can therefore be ignored here.

The oscillator levels are non-degenerate, so the first-order shift is $\langle n|W|n\rangle$. Its leading part is

$$\Delta E_n=-\frac{h^2}{24}\langle n|p^4|n\rangle.$$

Second-order perturbation theory contains $W$ twice. Since $W$ starts at $h^2$, the second-order energy starts at $h^4$ and cannot alter the $h^2$ term.

To find $\langle p^4\rangle$, use the ladder operators, with $a|n\rangle=\sqrt n\,|n-1\rangle$, $a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle$ and $p=i(a^\dagger-a)/\sqrt2$. Squaring, and using $aa^\dagger=a^\dagger a+1$,

$$p^2=-\frac12\left(a^{\dagger2}+a^2-a^\dagger a-aa^\dagger\right)=\frac12\left(2a^\dagger a+1-a^2-a^{\dagger2}\right).$$

Define $u_n=\sqrt{(n+1)(n+2)}$, so that $u_{n-2}=\sqrt{n(n-1)}$. Then

$$p^2|n\rangle=\frac12\Big[(2n+1)|n\rangle-u_{n-2}|n-2\rangle-u_n|n+2\rangle\Big].$$

For $n=0$ and $n=1$ the factor $u_{n-2}$ vanishes, so no state below the ground state appears. As $p^2$ is Hermitian, $\langle n|p^4|n\rangle$ is the squared norm of this vector:

$$\begin{aligned}
\langle p^4\rangle&=\frac14\left[(2n+1)^2+n(n-1)+(n+1)(n+2)\right]\\
&=\frac14\left[4n^2+4n+1+n^2-n+n^2+3n+2\right]\\
&=\frac14(6n^2+6n+3)=\frac34(2n^2+2n+1).
\end{aligned}$$

Therefore

$$\Delta E_n=-\frac{h^2}{24}\cdot\frac34(2n^2+2n+1)=-\frac{h^2(2n^2+2n+1)}{32}.$$

The negative sign is that of the kinetic energy error in part (a). The growth as $n^2$ arises because higher states contain larger momenta, and the error weights momentum by its fourth power.

In ordinary units $h$ becomes $h/\ell$ and the energy is multiplied by $\hbar\omega$. Since $\hbar\omega/\ell^2=m\omega^2$, the shift is $-m\omega^2h^2(2n^2+2n+1)/32$.

### (c) Richardson extrapolation

Write

$$E_n(h)=E_n+c_2h^2+c_4h^4+O(h^6),\qquad c_2=-\frac{2n^2+2n+1}{32}.$$

Only even powers occur because $W$ contains only even powers of $h$. Let the combination be $R_n=\alpha E_n(h/2)+\beta E_n(h)$. Substitution gives

$$R_n=(\alpha+\beta)E_n+\left(\frac{\alpha}{4}+\beta\right)c_2h^2+\left(\frac{\alpha}{16}+\beta\right)c_4h^4+O(h^6).$$

Keeping the true level requires $\alpha+\beta=1$; cancelling the $h^2$ term requires $\alpha=-4\beta$. Hence $-3\beta=1$, so $\beta=-\tfrac13$, $\alpha=\tfrac43$ and

$$R_n=\frac{4E_n(h/2)-E_n(h)}{3}.$$

The factor of $c_4h^4$ is $\tfrac{1}{12}-\tfrac13=-\tfrac14$, so

$$R_n-E_n=-\frac{c_4h^4}{4}+O(h^6).$$

The value of $c_2$ is not needed to form $R_n$. An error common to both calculations is not removed: the weights add to one, so it passes unchanged into $R_n$. A box that is too narrow acts in this way. If its walls stay at the same positions when $h$ is halved, both grids approximate the oscillator confined in that box, so $R_n$ approaches the level of the confined oscillator and the shift caused by the walls remains in it.

### (d) The fourth-order coefficient

Two contributions are of order $h^4$: the $p^6$ term in first order, and the $p^4$ term in second order.

**First-order part.** Write $\langle p^6\rangle=\langle v|p^2|v\rangle$, where $|v\rangle=p^2|n\rangle$ has the components found in part (b). The diagonal elements of $p^2$ in the states $n-2$, $n$, $n+2$ are $(2n-3)/2$, $(2n+1)/2$, $(2n+5)/2$. The off-diagonal elements between $n$ and $n\pm2$ are $-u_n/2$ and $-u_{n-2}/2$, while $n-2$ and $n+2$ are not coupled. Thus

$$\langle p^6\rangle=\frac18\Big[(2n+1)^3+u_n^2(2n+5)+u_{n-2}^2(2n-3)+2(2n+1)(u_n^2+u_{n-2}^2)\Big].$$

Collecting the factors of $u_n^2$ and $u_{n-2}^2$,

$$\begin{aligned}
\langle p^6\rangle&=\frac18\Big[(2n+1)^3+(n^2+3n+2)(6n+7)+(n^2-n)(6n-1)\Big]\\
&=\frac18\Big[(8n^3+12n^2+6n+1)+(6n^3+25n^2+33n+14)+(6n^3-7n^2+n)\Big]\\
&=\frac58(4n^3+6n^2+8n+3).
\end{aligned}$$

Division by 720 gives the contribution $(4n^3+6n^2+8n+3)/1152$ to $c_4$.

**Second-order part.** Multiplying the matrix of $p^2$ by itself gives

$$\langle n+2|p^4|n\rangle=-\frac{u_n}{2}\left[\frac{2n+1}{2}+\frac{2n+5}{2}\right]=-\frac{u_n(2n+3)}{2},$$

$$\langle n+4|p^4|n\rangle=\frac{u_nu_{n+2}}{4}.$$

The downward elements follow by replacing $n$ with $n-2$ in the first and with $n-4$ in the second: $-u_{n-2}(2n-1)/2$ and $u_{n-4}u_{n-2}/4$. The energy denominators $E_n-E_m$ are $\mp2$ for $m=n\pm2$ and $\mp4$ for $m=n\pm4$. With the factor $1/24^2=1/576$, the contribution to $c_4$ is $-(A+B)/576$, where

$$\begin{aligned}
A&=\frac18\Big[(n+1)(n+2)(2n+3)^2-n(n-1)(2n-1)^2\Big]\\
&=\frac18\Big[(4n^4+24n^3+53n^2+51n+18)-(4n^4-8n^3+5n^2-n)\Big]\\
&=\frac18(32n^3+48n^2+52n+18),
\end{aligned}$$

$$\begin{aligned}
B&=\frac1{64}\Big[(n+1)(n+2)(n+3)(n+4)-n(n-1)(n-2)(n-3)\Big]\\
&=\frac1{64}\Big[(n^4+10n^3+35n^2+50n+24)-(n^4-6n^3+11n^2-6n)\Big]\\
&=\frac18(2n^3+3n^2+7n+3).
\end{aligned}$$

Their sum is $A+B=(34n^3+51n^2+59n+21)/8$.

**Total.** Over the common denominator $8\times576=4608=4\times1152$,

$$\begin{aligned}
c_4&=\frac{4(4n^3+6n^2+8n+3)-(34n^3+51n^2+59n+21)}{4608}\\
&=-\frac{18n^3+27n^2+27n+9}{4608}=-\frac{2n^3+3n^2+3n+1}{512}\\
&=-\frac{(2n+1)(n^2+n+1)}{512}.
\end{aligned}$$

Part (c) now gives the leading error of the extrapolated level:

$$R_n-E_n\simeq+\frac{(2n+1)(n^2+n+1)h^4}{2048}.$$

It is positive, although the leading error of each grid level is negative.

**Range of use.** The relative size of the two corrections is

$$\frac{c_4h^4}{c_2h^2}=\frac{h^2(2n+1)(n^2+n+1)}{16(2n^2+2n+1)}\simeq\frac{h^2(2n+1)}{32}\quad\text{for large }n,$$

because $n^2+n+1$ then approaches half of $2n^2+2n+1$. The expansion is one for small $h$ at fixed $n$, and it needs $h^2(2n+1)$ to be small. A spacing that suits the ground state may be too coarse for a high level. For $n=20$ and $h=0.2$, the first-order shift is $-1.051$ and the computed error is $-1.114$. The computed error is larger in magnitude by 5.9% of the first-order shift; the estimate above gives 5.1%.

### (e) The level $n=3$

Here $2n^2+2n+1=25$, so $c_2=-25/32=-0.78125$. The predicted shifts are

$$-0.78125\times0.04=-0.03125,\qquad -0.78125\times0.01=-0.0078125.$$

The errors of the given levels, relative to the true value 3.5, are $-0.03154$ and $-0.00783$. First order thus accounts for most of the error, and halving $h$ reduces it by a factor of 4.03.

The fourth-order coefficient is $c_4=-7\times13/512=-0.1777$, which contributes $-0.1777\times0.0016=-0.00028$ at $h=0.2$. Added to $-0.03125$ this gives $-0.03153$, close to the computed $-0.03154$.

The extrapolated level is

$$R_3=\frac{4\times3.49216962-3.46845872}{3}=\frac{10.50021976}{3}=3.50007325.$$

Its error is $+7.33\times10^{-5}$, about 107 times smaller in magnitude than the error at the finer spacing. The predicted remainder is

$$\frac{7\times13}{2048}\times(0.2)^4=7.11\times10^{-5}.$$

The computed error exceeds this by about 3% of the predicted value. An excess of this kind is expected from the omitted terms of order $h^6$ and higher, whose coefficients have not been derived here.

The same comparison for three levels, with errors in $\hbar\omega$, is:

| $n$ | error at $h/2$ | error of $R_n$ | predicted error of $R_n$ |
|---|---|---|---|
| 0 | $-3.127\times10^{-4}$ | $7.89\times10^{-7}$ | $7.81\times10^{-7}$ |
| 3 | $-7.830\times10^{-3}$ | $7.33\times10^{-5}$ | $7.11\times10^{-5}$ |
| 5 | $-1.913\times10^{-2}$ | $2.79\times10^{-4}$ | $2.66\times10^{-4}$ |

The extrapolation helps at each of these levels, but its error grows with $n$, as the factor $(2n+1)(n^2+n+1)$ requires. When both spacings are halved again, the numerical check finds that the extrapolated error for $n=3$ falls by a factor of 16.4, near the factor of 16 expected from an $h^4$ law.

## Table of computed values

```
Energies in hbar*omega, lengths in sqrt(hbar/(m*omega))
coarse spacing h = 0.20, fine spacing h/2 = 0.10
box half-width = 12.0
grid points: coarse 121, fine 241
n, <p^4> by quadrature, c2 formula, c2 from grids
0    0.7500  -0.031250  -0.031250
1    3.7500  -0.156250  -0.156250
2    9.7500  -0.406250  -0.406249
3   18.7500  -0.781250  -0.781247
4   30.7500  -1.281250  -1.281243
5   45.7500  -1.906250  -1.906235
n, E(h), E(h/2), Richardson level
0  0.49874685  0.49968730  0.50000079
1  1.49372152  1.49843574  1.50000714
2  2.48363863  2.49593063  2.50002797
3  3.46845872  3.49216962  3.50007325
4  4.44814129  4.48715031  4.50015332
5  5.42264472  5.48087030  5.50027883
n, error at h, first-order shift at h, error at h/2, shift at h/2
0 -0.00125315 -0.00125000 -0.00031270 -0.00031250
1 -0.00627848 -0.00625000 -0.00156426 -0.00156250
2 -0.01636137 -0.01625000 -0.00406937 -0.00406250
3 -0.03154128 -0.03125000 -0.00783038 -0.00781250
4 -0.05185871 -0.05125000 -0.01284969 -0.01281250
5 -0.07735528 -0.07625000 -0.01912970 -0.01906250
n, Richardson error, predicted h^4 remainder
0 7.8866e-07 7.8125e-07
1 7.1432e-06 7.0313e-06
2 2.7968e-05 2.7344e-05
3 7.3254e-05 7.1094e-05
4 1.5332e-04 1.4766e-04
5 2.7883e-04 2.6641e-04
n = 3: c4 parts (first order, second order), sum, c4 from grids
0.164062 -0.341797 -0.177734 -0.179050
n = 3: error ratios on halving h (raw, Richardson)
4.028 16.365
n = 3: |raw error at h/2| / |Richardson error| = 106.9
n = 20, h = 0.2: error -1.11359, first-order shift -1.05125
n = 20: relative excess 0.0593, estimate h^2(2n+1)/32 = 0.0513
largest level change, wider box and shifted grid, below 1e-10: True
```
